# Indentation below atomic spacing and the limits of abrasive cutting models

**Question.** In chemical-mechanical planarization, an abrasive of radius 50 nm is pressed with 50 nN into a film of hardness 5 GPa. How deep is the plastic indentation, how does the depth scale, and does its size rule out a continuum model of cutting?

**Answer.** The estimate begins with a force balance. Let \(R\) be the particle radius, \(F\) the load and \(H\) the hardness, defined as load divided by projected contact area. Suppose that the film is fully plastic under a smooth, rigid, static sphere. The contact radius \(a_p\) then follows from

\[
F=H\pi a_p^2 .
\]

A sphere sunk to depth \(d\) cuts the original surface in a circle with \(a_p^2=R^2-(R-d)^2=2Rd-d^2\). For \(d\ll R\) the last term can be dropped, so the nominal depth is

\[
d_p=\frac{a_p^2}{2R}=\frac{F}{2\pi RH}
=\frac{50\times10^{-9}\ \mathrm N}{2\pi(50\times10^{-9}\ \mathrm m)(5\times10^{9}\ \mathrm{Pa})}
\approx 3.2\times10^{-11}\ \mathrm m .
\]

This is 0.032 nm, about a tenth of a rough atomic spacing \(b=0.3\) nm. The depth grows in proportion to load and falls in inverse proportion to radius and hardness.

**What such a groove would remove**

If the sphere is dragged sideways at this depth, the groove at lateral distance \(x\) from its centre line has depth \(d_p-x^2/(2R)=(a_p^2-x^2)/(2R)\). Its cross-section is

\[
A=\int_{-a_p}^{a_p}\frac{a_p^2-x^2}{2R}\,dx
=\frac{1}{2R}\,\frac{4a_p^3}{3}
=\frac43 a_pd_p ,
\]

where the last step uses \(a_p^2=2Rd_p\). With \(a_p=1.78\) nm, \(A=0.076\ \mathrm{nm^2}\). One row of atoms occupies roughly \(b^2=0.09\ \mathrm{nm^2}\), so the groove amounts to 0.84 of a row, spread over a width \(2a_p\) of about twelve atoms.

In sliding, the rear of the particle may lose contact. If the front half alone carries the load, \(F=H\pi a^2/2\). The contact radius then grows by \(\sqrt2\), the depth by 2 and the cross-section by \(2^{3/2}\). The depth becomes 0.064 nm and the section 2.4 rows, still spread over about seventeen atoms.

No chip can have a uniform thickness of a tenth of an atom. A fractional depth can be an average: some atoms leave and most stay. The continuum section could then describe mean removal per pass, but it would not describe the mechanism. It also assumes that all displaced material is removed, although some may be pushed aside.

**Is a small displacement itself a problem?**

It is not. In an elastic solid many atoms share a displacement, each moving slightly relative to its neighbours. The number of atoms across the contact and the size of the strain matter more than the ratio of displacement to \(b\). The elastic contact must therefore be worked out, and it also tests the assumption of full plasticity.

Take both bodies as homogeneous, isotropic half-spaces near the contact, without friction or adhesion. A normal point force \(P\) displaces the surface of one body at distance \(s\) by \((1-\nu^2)P/(\pi Es)\), the standard half-space result. Adding the two bodies defines the contact modulus \(E^*\):

\[
\frac1{E^*}=\frac{1-\nu_1^2}{E_1}+\frac{1-\nu_2^2}{E_2},\qquad
u(r)=\frac1{\pi E^*}\int\frac{p}{s}\,dA .
\]

Try the pressure \(p=p_0\sqrt{1-r^2/a^2}\) on a disc of radius \(a\). In polar coordinates \((s,\phi)\) about the field point, \(dA/s=ds\,d\phi\). Joining opposite rays into a full chord gives

\[
\int\! \sqrt{a^2-r^2+r^2\cos^2\phi-(s+r\cos\phi)^2}\,ds
=\frac{\pi}{2}\left(a^2-r^2+r^2\cos^2\phi\right),
\]

because the integral is the area of a half-disc. Integrating over \(0<\phi<\pi\) gives \(\tfrac{\pi^2}{4}(2a^2-r^2)\), and restoring the prefactor \(p_0/(\pi aE^*)\) gives

\[
u(r)=\frac{\pi p_0}{4aE^*}(2a^2-r^2).
\]

Inside the contact this must equal \(d_e-r^2/(2R)\), where \(d_e\) is the elastic approach of the bodies. Matching the \(r^2\) terms gives \(p_0=2aE^*/(\pi R)\), and matching the constants gives \(d_e=a^2/R\). The load is

\[
F=\int_0^a p\,2\pi r\,dr=\frac23\pi a^2p_0=\frac{4E^*a^3}{3R}.
\]

The mean pressure is thus \(p_m=F/(\pi a^2)=2p_0/3\). Cubing it and inserting \(a^6=9F^2R^2/(16E^{*2})\) gives

\[
p_m=\left(\frac{16FE^{*2}}{9\pi^3R^2}\right)^{1/3}.
\]

For a ceria (CeO2) abrasive on a glassy oxide film, take the rough values \(E=200\) GPa and \(\nu=0.3\) for ceria, and 70 GPa and 0.17 for the film. Then \(E^*=54.3\) GPa, and

\[
a=\left(\frac{3FR}{4E^*}\right)^{1/3}=3.26\ \mathrm{nm},\qquad
d_e=\frac{a^2}{R}=0.21\ \mathrm{nm},\qquad p_m=1.50\ \mathrm{GPa}.
\]

The elastic approach is also below \(b\), yet the contact covers about 370 atomic sites and the strain scale \(a/R\) is 0.065. For surfaces that are smooth compared with \(d_e\), continuum elasticity is a reasonable estimate of average pressure, though not of the force on an individual bond. Roughness of even 0.1 nm is not small beside \(d_e\). If it varies over a nanometre or less, it can break the contact into patches and raise the elastic mean pressure on them roughly six- to tenfold, above \(H\); such patches are only a few atoms wide, so the continuum value is itself rough.

**Does the film become fully plastic?**

The elastic mean pressure is 0.30 of the hardness. At fixed load, yielding lets the surfaces conform over a larger area, so the elastic value should be an upper estimate of the true mean pressure. This is a physical argument, not an elastic-plastic calculation. It excludes a contact with mean pressure \(H\), so the balance that produced \(d_p\) does not apply. Since \(a^2=F/(\pi p_m)\),

\[
\frac{d_e}{d_p}=\frac{F/(\pi Rp_m)}{F/(2\pi RH)}=\frac{2H}{p_m}=6.7 .
\]

The nominal plastic depth is smaller than the elastic approach and is not a prediction of the mark left after unloading.

Yield can begin below the surface well before full plasticity. To locate it, set \(\zeta=z/a\), count compression as negative, and integrate the point-load stresses over the contact. On the axis, a force \(P\) at distance \(r\), with \(\rho^2=r^2+z^2\), contributes

\[
\sigma_z=-\frac{3Pz^3}{2\pi\rho^5},\qquad
\sigma_t=\frac{P}{4\pi}\left[-\frac{2(1+\nu)z}{\rho^3}+\frac{3z^3}{\rho^5}\right],
\]

where \(\sigma_t\) is the in-plane stress averaged over directions. In units \(a=1\), two integrals are needed. The first follows from

\[
\frac{d}{dr}\frac{(1-r^2)^{3/2}}{\rho^3}=-\frac{3(1+z^2)\,r\sqrt{1-r^2}}{\rho^5}
\quad\Rightarrow\quad
3z^3\!\int_0^1\!\frac{r\sqrt{1-r^2}}{\rho^5}dr=\frac1{1+z^2}.
\]

The second is integrated by parts, followed by the substitution \(t=\sqrt{1-r^2}\):

\[
z\!\int_0^1\!\frac{r\sqrt{1-r^2}}{\rho^3}dr
=1-z\!\int_0^1\!\frac{dt}{\sqrt{1+z^2-t^2}}
=1-z\arctan\frac1z .
\]

With \(P\) replaced by \(2\pi rp\,dr\), these give

\[
\sigma_z=-\frac{p_0}{1+\zeta^2},\qquad
\sigma_t=p_0\left[\frac{1}{2(1+\zeta^2)}-(1+\nu)\left(1-\zeta\arctan\frac1\zeta\right)\right].
\]

Symmetry makes the two in-plane stresses equal and the shear zero, so the von Mises stress is

\[
\sigma_t-\sigma_z=p_0\left[\frac{3}{2(1+\zeta^2)}-(1+\nu)\left(1-\zeta\arctan\frac1\zeta\right)\right].
\]

For \(\nu=0.17\) its maximum is \(0.68p_0\), at \(z=0.44a\). A numerical scan off the axis, for radii up to \(1.2a\) and depths from \(0.1a\) to \(a\), found no larger value.

Let \(Y\) be the yield stress and \(s=0.682\) the maximum divided by \(p_0\). Yield starts at \(p_0=Y/s\), or mean pressure \(p_y=2Y/(3s)\). With the assumed relation \(Y=H/3=1.67\) GPa, \(p_y=1.63\) GPa. Because \(F\propto p_m^3\) at fixed \(R\) and \(E^*\),

\[
F_y=F\left(\frac{p_y}{p_m}\right)^3
=50\left(\frac{1.63}{1.50}\right)^3\ \mathrm{nN}\approx64\ \mathrm{nN}.
\]

Without adhesion or friction, the base contact is therefore elastic for this \(Y\), but the margin in load is small. The ratio \(H/Y=3\) is typical of ductile metals, however. For a glassy film with \(E/H=14\) a ratio near 2 or below is more likely; for \(Y=H/2\) the threshold rises to 216 nN, so the small margin belongs to the lowest assumed \(Y\). The distance from full plasticity is much larger: the elastic \(p_m\) reaches \(H\) only at \(F(H/p_m)^3\approx1850\) nN. This is a lower bound on the load for full plasticity, and a rough one, since \(a/R\) is then 0.22.

**How the answer changes with load and sharpness**

At fixed \(R\) and \(H\), the nominal depth reaches one atomic spacing at \(F=2\pi RHb=471\) nN. This is below 1850 nN, so the plastic formula can give an atomic-scale depth while its own assumption still fails. Passing the spacing \(b\) does not validate it.

The elastic pressure responds more strongly to radius than to load: \(p_m\propto R^{-2/3}\) at fixed load, but only \(F^{1/3}\) at fixed radius. The following values are for the fixed load of 50 nN. The elastic mean pressure equals \(H\) at \(R=8.2\) nm, and \(d_p=b\) at 5.3 nm. An asperity of radius 5 nm carrying the whole 50 nN would have \(d_p=0.32\) nm and an elastic \(p_m\) of 7.0 GPa. The argument against full plasticity then no longer holds. Reaching \(p_m=H\) is necessary for full plasticity in this argument, not sufficient, and the small-contact approximation is itself rough for so sharp a tip.

**Effects left out of the base estimate**

Adhesion adds load. Around a stiff sphere, gaps between \(h\) and \(h+dh\) occupy an area \(2\pi R\,dh\). Integrating the attractive stress over the gap gives \(2\pi Rw\), where \(w\) is the work of adhesion. For a rough \(w=0.05\ \mathrm{J/m^2}\) this is 15.7 nN. The Tabor parameter, which compares adhesive deformation with the range of attraction, is 0.12 when that range is taken as \(b\), so adhesion by itself deforms the surfaces little. The applied load, however, presses them together by an amount comparable with \(b\). This brings more area within range of the attraction, so 15.7 nN is a low estimate. Even so, the total of 65.7 nN slightly exceeds the 64 nN yield threshold for \(Y=H/3\), so for that \(Y\) a smooth contact with this adhesion is at the edge of yield; for \(Y=H/2\) it remains elastic. With the same total, \(d_p\) rises only to 0.042 nm.

Friction also promotes yield. As \(\zeta\to0\), the frictionless von Mises stress tends to \((1/2-\nu)p_0\). A shear traction \(\mu p\), with \(\mu\) the friction coefficient, adds shear \(\mu p_0\) at the surface centre; its normal stresses vanish there, because reversing the sliding direction must reverse them by linearity, yet must leave them unchanged at the centre by mirror symmetry. With the pressure held fixed, the centre yields when

\[
p_0\sqrt{\left(\tfrac12-\nu\right)^2+3\mu^2}=Y,
\]

which gives \(\mu=0.38\) for \(Y=H/3\). This is not the yield threshold: the surface at the trailing edge of the contact, where friction adds tension, reaches the same \(Y\) earlier, at \(\mu\) of roughly 0.26 to 0.29.

Thermal motion of the particle as a whole is smaller. Since \(F=\tfrac43E^*\sqrt R\,d_e^{3/2}\), the contact stiffness is \(dF/dd_e=2E^*a=354\) N/m. Equipartition at 300 K gives an rms motion \(\sqrt{k_BT/(2E^*a)}=0.0034\) nm, about a tenth of \(d_p\). Individual atoms vibrate more, roughly 0.01 nm per direction in a silica-like solid, or about a third of \(d_p\).

**Comparison with real polishing**

Ceria is used to polish oxide dielectrics, but the inputs here are rough. The load per particle depends on how many particles share the pad pressure, so 50 nN is an assumption. A hardness of 5 GPa is low for dense silica, for which roughly 9 GPa would reduce \(d_p\) to about 0.018 nm. Water and surface chemistry can instead soften the film. A layer of hardness 1 GPa, thick compared with the contact, would give \(d_p=0.16\) nm. At unchanged \(E^*\) the elastic pressure would then exceed the hardness, so full plasticity could not be excluded. The static depth would remain below \(b\), but the front-half sliding estimate doubles it to 0.32 nm, slightly above \(b\). Real particles can also have edges and corners, and the 5 nm case shows that this can raise the nominal depth tenfold. Fine roughness can likewise bring local pressures up to the hardness, so the finding of an elastic contact applies to a smooth particle and film with little adhesion or friction, not to every real abrasive.

For the smooth particle on the 5 GPa film, then, the small depth rules out a literal chip of that thickness, and the low contact pressure separately rules out the fully plastic formula. Neither rules out continuum elasticity or a continuum description of average removal. The estimate contains no chemical reaction and so cannot say which process detaches the atoms. The computed values are collected in the numerical output below.

## Computed values

```
Abrasive radius R: 50 nm
Load F: 50 nN
Hardness H: 5 GPa
Rough atomic spacing b: 0.3 nm
Ceria Young modulus (rough): 200 GPa
Ceria Poisson ratio (rough): 0.3
Film Young modulus (rough): 70 GPa
Film Poisson ratio (rough): 0.17
Contact modulus E*: 54.28 GPa
Nominal plastic depth d_p: 0.03183 nm
Plastic depth, exact cap: 0.03184 nm
Plastic contact radius a_p: 1.784 nm
Ratio d_p/b: 0.106
Static groove section: 0.0757 nm^2
Static section in atomic rows: 0.841
Front-half sliding depth: 0.0637 nm
Front-half contact radius: 2.52 nm
Front-half groove section: 0.214 nm^2
Front-half section in atomic rows: 2.38
Elastic contact radius a: 3.257 nm
Elastic approach d_e: 0.2121 nm
Elastic contact area / b^2: 370
Elastic strain scale a/R: 0.0651
Hertz mean pressure p_m: 1.501 GPa
Hertz peak pressure p0: 2.251 GPa
Ratio p_m/H: 0.3
Ratio d_e/d_p: 6.66
Ring-solver load, 100 rings: 50.002 nN
Ring-solver load, 200 rings: 50 nN
Ring refinement load shift: -0.0022 nN
Ring-solver contact radius: 3.273 nm
Peak axial von Mises stress / p0: 0.682
Depth of peak / a: 0.438
Largest scanned von Mises stress / p0: 0.6818
Yield stress for Y=H/3: 1.667 GPa
First-yield load for Y=H/3: 64 nN
First-yield load for Y=H/2: 216 nN
Load for d_p=b: 471 nN
Radius for d_p=b: 5.31 nm
Load for p_m=H: 1850 nN
Radius for p_m=H: 8.22 nm
Work of adhesion w (rough): 0.05 J/m^2
Adhesive load: 15.7 nN
Applied plus adhesive load: 65.7 nN
Tabor parameter: 0.12
d_p with adhesive load: 0.0418 nm
Friction coefficient for centre yield: 0.38
Softened-layer hardness: 1 GPa
d_p in softened layer: 0.159 nm
Asperity radius: 5 nm
d_p under asperity: 0.318 nm
Hertz p_m under asperity: 6.96 GPa
Temperature: 300 K
Contact stiffness: 354 N/m
Thermal rms motion of contact: 0.0034 nm
```
